Energy drift from delta-function smearing in coupled electron-phonon Boltzmann equations

**Time stepping of coupled electron and phonon Boltzmann equations**

A square-lattice metal with one optical phonon branch is put on a 16×16 grid, with electrons and phonons in exact Fermi-Dirac and Bose-Einstein distributions at 300 K, and the golden-rule delta function is replaced by a Gaussian of width 15 meV. Nothing should happen. Instead the discrete equations create 7.18 meV/ps per cell, which heats the system at 71 K/ps, while the electron number stays fixed and the entropy rises. Number conservation and the H-theorem survive Gaussian smearing and energy conservation does not.

**1. The discrete collision term**

Energies are in eV, times in fs, entropy in k_B. Electron states a have energy ε_a and occupation 0 < f_a < 1, with spin factor g_s = 2. Phonon modes ν have energy ħω_ν and occupation N_ν > 0. The k and q grids are commensurate with N_k points. Only electron-phonon scattering at golden-rule level, with fixed bands, is kept. A process r = (a → b + ν), with a ≠ b and k_b = k_a − q up to a reciprocal lattice vector, has mismatch, weight and net flux

Δ = ε_a − ε_b − ħω_ν,  W = (2π/ħ) |g|² δ_σ(Δ)/N_k ≥ 0,

J = W(F − B),  F = f_a(1 − f_b)(1 + N_ν),  B = f_b(1 − f_a)N_ν.

F is emission and B the reverse absorption. Each net event lowers f_a, raises f_b and, since both spins emit into the same mode, adds g_s J to dN_ν/dt. Let u = (f, N), M = diag(g_s on electrons, 1 on phonons), so that Mu counts particles, and s_r = −e_a + e_b + e_ν with unit vectors e_i. Then

M du/dt = g_s Σ_r J_r s_r ≡ M C(u).

The proofs below need one property of the code: the same W_r serves both directions and both equations. The program tests this form against the emission and absorption sums written state by state.

**2. Linear invariants**

For a fixed vector c,

d(c·Mu)/dt = g_s Σ_r J_r (c·s_r).

Electron number has c = 1 on electrons and 0 on phonons, so c·s = −1 + 1 = 0 for any W. Energy has c = e = (ε, ħω), with e·s = −ε_a + ε_b + ħω = −Δ, so

dE/dt = −g_s Σ_r J_r Δ_r.

This vanishes term by term only if every retained process has Δ = 0. A vector with c·s_r = 0 for all retained r is called an invariant. Number is always one. Energy is one on shell. Crystal momentum is one only without umklapp processes, and a mode with no process adds its own occupation.

**3. The H-theorem**

The entropy is

S = −g_s Σ_a [f ln f + (1 − f) ln(1 − f)] + Σ_ν [(1 + N) ln(1 + N) − N ln N].

Differentiating, the constants from d(x ln x)/dx = ln x + 1 cancel in pairs, and ∇S = Mv with v_a = ln[(1 − f_a)/f_a], v_ν = ln[(1 + N)/N]. Adding the logarithms,

s·v = −v_a + v_b + v_ν = ln{[f_a/(1 − f_a)] [(1 − f_b)/f_b] [(1 + N)/N]} = ln(F/B).

Therefore

dS/dt = v·M du/dt = g_s Σ_r W_r (F − B) ln(F/B) ≥ 0,

because F − B and ln(F/B) have the same sign. The mismatch Δ did not enter, so the theorem holds for any smearing kernel that is nowhere negative. Kernels with negative lobes, such as Methfessel-Paxton, violate W ≥ 0, and the entropy can then fall.

Equality needs s_r·v = 0 for all r, so v must be an invariant. If number and energy are the only ones, v_a = β(ε_a − μ) and v_ν = βħω, which are the Fermi-Dirac and Bose-Einstein distributions at one temperature. If number is the only one, v_ν = 0, which no finite N satisfies. Then dS/dt has a positive minimum on any compact set of interior states, where S is bounded, so the trajectory leaves every such set. The smeared model of section 8 has one invariant.

**4. Smearing drift**

In a thermal state f/(1 − f) = e^{−β(ε−μ)} and (1 + N)/N = e^{βħω}, so F/B = e^{−βΔ} and

F − B = √(FB) (e^{−βΔ/2} − e^{βΔ/2}) = −2√(FB) sinh(βΔ/2).

Inserting this in dE/dt,

P = dE/dt = 2 g_s Σ_r W √(FB) Δ sinh(βΔ/2) ≥ 0.

Every term is non-negative, so a kernel symmetric in Δ gives no cancellation: where Δ < 0 emission wins and creates energy |Δ|, and where Δ > 0 absorption wins and creates Δ. Since ln(F/B) = −βΔ, also dS/dt = βP.

For a grid dense enough that the sum becomes an integral, let ρ(Δ) be the density in Δ of g_s(2π/ħ)|g|²√(FB)/N_k, assumed smooth near 0 on the scale σ. Expand ρ = ρ₀ + ρ′Δ + ½ρ″Δ² and 2Δ sinh(βΔ/2) = βΔ² + β³Δ⁴/24. The Gaussian moments are ⟨Δ²⟩ = σ², ⟨Δ⁴⟩ = 3σ⁴, and odd ones vanish:

P = βσ²ρ₀ + (3/2)βσ⁴ρ″ + β³σ⁴ρ₀/8 + O(σ⁶),

Γ ≡ g_s Σ W√(FB) = ρ₀ + ½σ²ρ″ + O(σ⁴).

Dividing, with 3/2 − 1/2 = 1,

P/(βσ²Γ) = 1 + σ²(ρ″/ρ₀ + β²/8) + O(σ⁴).

Near shell F ≈ B ≈ √(FB), so Γ is the equilibrium rate of emissions and equally of absorptions, 2Γ events in all. Each event therefore creates the mean energy βσ²/2 = σ²/(2k_BT) at leading order, which requires βσ small.

For a Lorentzian δ_η = (η/π)/(Δ² + η²) the moment expansion diverges. Write Δ²/(Δ² + η²) = 1 − η²/(Δ² + η²). The second piece equals πη δ_η, which acts as πη δ(Δ) on a smooth function, and 2 sinh(βΔ/2)/Δ → β at Δ = 0. Hence

P = (η/π) ∫ ρ(Δ) [2 sinh(βΔ/2)/Δ] dΔ − βη²ρ₀ + …

The integral is finite because the band is bounded. The drift is linear in η and comes from all far off-shell processes.

**5. Two repairs**

Binning rounds every ε and ħω to a multiple of δ and keeps only processes with rounded Δ = 0, with δ_σ → 1/δ. The rounded energy is then an invariant. It differs from the true energy by at most δ/2 per particle. If every rounded ħω is positive, the conserved rounded energy bounds the phonon number, so this is a bounded error and not a drift. A mode that rounds to zero has no such bound on its occupation, and the true energy can then drift. The model itself is changed, since each level moves by up to δ/2, and extra invariants can appear: if all ħω equal mδ, the electron levels split into m ladders with separately conserved numbers.

Tilting keeps the energies and the smearing, and sets

J_b = W(F e^{bΔ/2} − B e^{−bΔ/2}) = 2W√(FB) sinh[(s·v + bΔ)/2],

where the second form uses F = √(FB) e^{s·v/2} and B = √(FB) e^{−s·v/2}. Number is conserved as before. Since dS/dt = g_s ΣJ_b s·v and dE/dt = −g_s ΣJ_b Δ,

dS/dt − b dE/dt = g_s Σ J_b (s·v + bΔ) ≥ 0,

because x sinh(x/2) ≥ 0. A fixed b acts as a bath of inverse temperature b: it raises S − bE and can lower S. In a thermal state with b = 2β the sinh has argument +βΔ/2, so J reverses and dS/dt = −βP.

Now let b depend on the state through Φ(b) = ΣJ_b Δ = 0. The derivative

Φ′(b) = ½ Σ WΔ² (F e^{bΔ/2} + B e^{−bΔ/2})

is positive if some Δ ≠ 0. As b → +∞ a term with Δ > 0 grows as +WΔF e^{bΔ/2} and a term with Δ < 0 as +W|Δ|B e^{b|Δ|/2}, while the opposite-sign parts decay, so Φ → +∞. Likewise Φ → −∞ as b → −∞. The root b*(u) exists and is unique, and with it dE/dt = 0 and dS/dt ≥ 0. Equality needs s·v + b*Δ = s·(v − b*e) = 0 for all r. If number is the only invariant of the process list, v − b*e is constant on electrons and zero on phonons, which is a thermal state with β = b*.

The cost in accuracy follows from completing the square:

δ_σ(Δ) e^{±bΔ/2} = e^{b²σ²/8} δ_σ(Δ ∓ bσ²/2).

The tilt rescales the kernel and shifts it at order σ², the order of the smearing error already present on a dense grid. It restores the total energy only. It does not put single processes on shell, and it couples all processes through one number.

**6. Time steps**

Call c·Mu a conserved quantity if c·MC(u) = 0 for all u. This covers invariants and the energy of the tilted term. A Runge-Kutta step of size h is u^{n+1} = u^n + hΣ_i b_i C(U_i), so c·Mu^{n+1} = c·Mu^n for any h, up to round-off and the residual h g_s|Φ| of the root. For the tilted energy this needs a root at every stage, which section 5 guarantees only for interior stage values, so a step long enough to push a stage out of the domain can lose it. For backward Euler, u^{n+1} = u^n + hC(u^{n+1}), a Newton update d of the iterate x solves (I − h𝒥)d = u^n + hC(x) − x with the Jacobian 𝒥. Differentiating c·MC = 0 gives cᵀM𝒥 = 0, so c·Md = c·M(u^n − x), and each update restores the conserved value. For the plain smeared term a convergent integrator reproduces the drift as h → 0, since it belongs to the differential equation.

Entropy. The Hessian of S is −MD⁻¹ with D = diag(f(1 − f), N(1 + N)), because ∂v_a/∂f = −1/(1 − f) − 1/f and ∂v_ν/∂N = 1/(1 + N) − 1/N. So S is concave and lies below its tangent plane at u^{n+1}:

S(u^n) ≤ S(u^{n+1}) + ∇S(u^{n+1})·(u^n − u^{n+1}).

With u^{n+1} − u^n = hC(u^{n+1}),

S^{n+1} − S^n ≥ h ∇S·C at u^{n+1} ≥ 0,

for any h, provided the solution found is interior. For forward Euler the tangent at u^n gives only the upper bound S^{n+1} ≤ S^n + h dS/dt, and S can fall.

Positivity. Write df_a/dt = G_a(1 − f_a) − L_a f_a, where the gain G_a and loss L_a do not contain f_a since a ≠ b, and dN/dt = (emission ≥ 0) − αN with α = g_s ΣW f_b(1 − f_a). One forward Euler step gives

f′ = (1 − hL)f + hG(1 − f),  1 − f′ = (1 − hG)(1 − f) + hLf,  N′ ≥ (1 − hα)N.

Thus h·max(G, L, α) ≤ 1 is sufficient to stay in the domain. For the tilted term the rates must be formed with the weights We^{bΔ/2} on F and We^{−bΔ/2} on B, since the untilted rates can be smaller.

**7. Linearization and stiffness**

At equilibrium of the binned term the sinh vanishes, so only its argument varies: δJ = W√(FB) s·δv, with δv = −D⁻¹δu. Then

M dδu/dt = −AD⁻¹δu,  A = g_s Σ W√(FB) s sᵀ.

With z = M^{1/2}D^{−1/2}δu, and M, D diagonal,

dz/dt = −Kz,  K = (MD)^{−1/2} A (MD)^{−1/2}.

K is symmetric, and yᵀAy = g_s ΣW√(FB)(s·y)² ≥ 0 vanishes only for invariants. The rates λ are real and non-negative, with one zero per invariant.

The diagonal is physical. For a state a that is initial in r, the gain is W f_b N = WB/(1 − f_a) and the loss is W(1 − f_b)(1 + N) = WF/f_a. With F = B their sum is WF/[f_a(1 − f_a)], and the same holds when a is final. So K_aa = A_aa/(g_s D_a) = G_a + L_a, the inverse quasiparticle lifetime. For phonons F/(1 + N) − B/N = f_a − f_b gives K_νν = g_s ΣW(f_b − f_a), the decay rate of the mode.

Bounds. The Rayleigh quotient of a unit vector e_i gives λ_max ≥ K_ii. Write K = Σ w_r t_r t_rᵀ with w_r ≥ 0 and three non-zero entries in each t_r. Cauchy-Schwarz gives (t·z)² ≤ 3Σ_i t_i²z_i², so zᵀKz ≤ 3ΣK_ii z_i², and

max K_ii ≤ λ_max ≤ 3 max K_ii.

With two zero modes the slowest rate is the third eigenvalue. By the minimax principle it is at most the largest Rayleigh quotient on any three coordinate directions, which for a non-negative matrix is at most the trace of that block. So λ_slow is at most the sum of any three K_ii, in particular the three smallest.

For the tilt, δJ = W√(FB)(s·δv + Δ δb). The condition ΣΔ δJ = 0 with Δ = −s·e reads −eᵀAδv + δb eᵀAe = 0. Substituting δb into M dδu/dt = Aδv − Ae δb replaces A by

A′ = A − Ae eᵀA/(eᵀAe).

A′e = 0 restores the energy mode, A′ ≥ 0 by Cauchy-Schwarz in the form defined by A, and A′ ≤ A keeps the upper bound with the diagonal of the uncorrected matrix.

Low temperature. For a state at μ absorbing up to μ + ħω, with f = 1/(e^x + 1), N = 1/(e^x − 1), x = βħω, loss plus gain is W[(1 − f)N + f(1 + N)] = W(N + f) = W·2e^x/(e^{2x} − 1) = W/sinh x, and emission gives the same by particle-hole exchange. If three binned states lie at μ, λ_slow → 0 exponentially as T → 0, while states more than ħω above μ keep their spontaneous emission rate. The ratio λ_max/λ_slow then grows without bound.

Step limits and errors. A mode is multiplied per step by R(x), x = hλ. Forward Euler has R = 1 − x and is stable for h < 2/λ_max. RK4 has R = 1 − x + x²/2 − x³/6 + x⁴/24. Since R + dR/dx = x⁴/24, R equals x⁴/24 > 0 at its minimum and never turns negative, so the limit is R = 1, at x₄ = 2.7853. Its error per step is R − e^{−x} = x⁵/120 at leading order, so after t/h steps the error of a mode, relative to its exact amplitude, is λt(hλ)⁴/120. Backward Euler has R = 1/(1 + x) = e^{−x} + x²/2 + …, a relative error λt(hλ)/2. It is first order and stable for all h, and its fixed points are exactly the stationary states. Near equilibrium S = S_eq + v_eq·Mδu − ½|z|², and the linear term is conserved, so a step along one mode of amplitude ε gives

ΔS = ½ε²(1 − R²).

The algorithm follows. Build the process list once. At each evaluation form F and B, find b* by scalar Newton iteration on Φ started from the last value, and scatter J onto a, b, ν. Use RK4 with hλ_max well below x₄ while the transient must be resolved. Then use backward Euler with growing steps. Its Jacobian is ∂C/∂u at fixed b plus the rank-one term (∂C/∂b)(∂b*/∂u)ᵀ, with ∂b*/∂u = −(∂Φ/∂u)/Φ′ from differentiating Φ = 0.

**8. Worked example**

The model has round parameters: ε = −2t(cos k_x + cos k_y) − 4t′ cos k_x cos k_y with t = 0.05 eV, t′ = −0.01 eV (band from −0.160 to 0.240 eV), ħω = 0.05 + 0.005(cos q_x + cos q_y) eV, |g| = 0.02 eV, μ = 0. The q = 0 mode is absent since a ≠ b. The 16×16 grid is a discrete test system, not a converged one. With σ = 0.015 eV cut at 4σ there are 20146 processes and one invariant. With δ = 0.02 eV there are 3372 and two invariants. The 30 modes with cos q_x + cos q_y = 0 have ħω = 0.05 eV, halfway between two bins, and are rounded up to 0.06 eV in all binned numbers below. Rounding them down gives 3280 processes, still two invariants, and a final temperature of 644 K instead of 646 K in the cooling run. The numerical check tests conservation and dS/dt > 0 on random states, with dS/dt taken from finite differences of S.

Drift. At 300 K, β = 38.682 /eV and Γ = 8.078×10⁻⁴ /fs per cell:

βσ² = 38.682 × (0.015)² = 8.70×10⁻³ eV,  βσ²Γ = 7.03×10⁻⁶ eV/fs = 7.03 meV/ps.

The full sum is P = 7.175 meV/ps, 2.1 % above this leading term. With heat capacity 1.1764 k_B per cell at fixed electron number,

dT/dt = 7.175×10⁻³/(1.1764 × 8.617×10⁻⁵) = 70.8 K/ps.

The fixed tilt b = 2β gives dS/dt = −2.775×10⁻⁴ /fs, equal to −βP = −38.682 × 7.175×10⁻⁶. The root is b* = 38.682 /eV = β. The tilt then rescales the kernel by b²σ²/8 = 0.042 in the exponent and shifts it by 4.4 meV.

On a 64×64 grid P = 1.132 and 4.587 meV/ps for σ = 0.006 and 0.012 eV, a ratio of 4.05. The correction term can be formed from the printed Γ. The relative change (8.0657 − 8.0839)/8.08 = −2.25×10⁻³ equals ½(ρ″/ρ₀)(144 − 36)×10⁻⁶ eV², so ρ″/ρ₀ ≈ −42 /eV². With β²/8 = 187 /eV² the bracket is 145 /eV², and the predicted ratios P/(βσ²Γ) are 1 + 145 × 36×10⁻⁶ = 1.0052 and 1 + 145 × 144×10⁻⁶ = 1.0209, the printed values. The match in the last digit at σ = 0.012 eV is partly an accident: with ⟨Δ⁶⟩ = 15σ⁶ the neglected order contains β⁴σ⁴/128 = +3.6×10⁻⁴, β²σ⁴ρ″/(4ρ₀) = −3.3×10⁻⁴ and a fourth-derivative term σ⁴ρ⁗/(2ρ₀) that is not estimated here, and the ρ″ drawn from two widths already absorbs part of ρ⁗. For σ = 0.015 eV the same formula gives 1.033 against 1.021 on the 16×16 grid; that the coarse grid and the cut cause the gap is a conjecture. The Lorentzian gives 16.05 and 31.55 meV/ps for η = 0.003 and 0.006 eV, a ratio of 1.965. Adding back βη²ρ₀ = 0.28 and 1.13 meV/ps gives 16.33 and 32.67, a ratio of 2.00. At σ = η = 0.006 eV, which are not equal full widths at half maximum, the Lorentzian drift is 28 times the Gaussian one in this model.

Spectra. For the binned term at 300 K, λ_max = 2.686×10⁻² /fs lies between max K_ii = 2.343×10⁻² /fs and three times that. λ_slow = 3.17×10⁻⁴ /fs lies below its bound 1.18×10⁻³ /fs. The limits are 2/λ_max = 74.45 fs and 2.7853/λ_max = 103.7 fs; the program tests decay at 0.98 and growth at 1.02 of each. The ratio λ_max/λ_slow is 84.7 at 300 K and 227 at 150 K, so RK4 at its limit needs 84.7/2.785 = 30 and 227/2.785 = 82 steps per decay time of the slowest mode. The stiffness is mild for this rounding only: with the 30 tied modes rounded down the ratios are 297 and about 3750. The tilted term gives 16.7 and 28.6, mostly through a larger λ_slow, so the slow rate depends on how the delta function is discretized and is not converged. That the sparser binned list leaves some modes weakly coupled is a conjecture. On cooling, λ_slow falls by 3.1 (binned) and 1.8 (tilted), less than the factor of 1/sinh x, which is 7 for 0.05 eV and 4.9 for 0.04 eV, the lower of the two rounded phonon energies, while with the tied modes rounded down the binned factor is 17, above both, so this law does not set the slow rate in this range. The law was derived for electron states at μ and gives only an upper bound on λ_slow. It does not identify the slow mode, which for the binned term has about 99 % of its weight |z|² on phonons. The sufficient positivity step for one random binned state is 53 fs, and ten times that step leaves the domain.

With h = 3/λ_max and ε = 5×10⁻⁵ on the top mode, ½ε² = 1.25×10⁻⁹. Forward Euler has R = −2 and ΔS = −3 × 1.25×10⁻⁹ = −3.75×10⁻⁹. Backward Euler has R = 1/4 and ΔS = (15/16) × 1.25×10⁻⁹ = 1.17×10⁻⁹. Both match the computed steps. Halving the RK4 step from 8 to 4 fs lowers the error against a 1 fs reference by 17.2, near the 16 of fourth order.

Cooling. Electrons start at 1500 K and phonons at 300 K. RK4 runs with h = 4 fs to 1 ps; with the 300 K rate, hλ_max = 0.107 and (hλ)⁴/120 ≈ 10⁻⁶. The rates grow as the phonons heat up, and a doubled λ_max raises this estimate to about 2×10⁻⁵. The entropy is tested to rise at each step, which for RK4 is an observation and not a theorem. At 1 ps, per cell, the phonons have gained 25.0 meV (tilted) and 24.9 meV (binned), with total energy constant to about 10⁻¹⁴ meV. The plain term gives 33.4 meV, 33 % above the tilted value, and has created 13.4 meV. Then 24 backward Euler steps of 10 × 1.8ⁿ fs run to 16.7 ns. The tilted run ends at 640 K, μ = −7.3 meV, within 1.4×10⁻¹³ in every occupation of the thermal state solved from the initial number and energy, and 1/(k_B b*) = 640 K. The binned run ends at its own thermal state, 646 K. It is a different model, with rounded levels and E₀ = −28.28 meV instead of −27.55 meV.

The plain run does not settle. It ends with 325 eV per cell created and mean N near 6600, an average of 325 eV/16.7 ns ≈ 19 meV/ps. The late steps are first order and very long, so this is a size and not a trajectory, and the golden rule has long ceased to apply at such occupations. A steady power is what the thermal formula gives at high T: sinh(βΔ/2) → βΔ/2 and √(N(1 + N)) → 1/(βħω), so β cancels and P → g_s ΣW f(1 − f)Δ²/ħω with uniform f. For this model the limit is 21.7 meV/ps, while the run holds 19.4 meV/ps from about 0.1 ns on, so the thermal formula gives the size of the runaway power but is 12 % above its value. Electron rates grow in proportion to N, so in such a run a fixed explicit step eventually passes its stability limit.

Calculated quantities

```
hbar = 0.658212 eV fs, kB = 8.617333e-05 eV/K
t=0.05 t'=-0.01 w0=0.05 w1=0.01 g=0.02 mu=0.0 eV, gs=2
grid 16x16, sigma=0.015 eV (cut 4 sigma), bin=0.02 eV
band from -0.160 to 0.240 eV
smeared: processes 20146, modes 255, invariants 1
binned: processes 3372, modes 255, invariants 2
random, plain: dE/dt=5.91e-06 eV/fs, dS/dt=2.313e-02 /fs per cell
random, tilted: dE/dt=-2.11e-21 eV/fs, dS/dt=2.571e-02 /fs per cell
random, binned: dE/dt=-7.04e-21 eV/fs, dS/dt=2.319e-02 /fs per cell
Euler positivity step, random binned state = 53.18 fs
T=300.0 K: beta=38.682 /eV, electrons per cell 1.1108
Gamma=8.0780e-04 /fs, drift P=7.1751 meV/ps per cell
beta sigma^2 Gamma=7.0306 meV/ps per cell
heat capacity 1.1764 kB per cell, drift 70.78 K/ps
auto tilt b*=38.682 /eV; fixed b=2beta: dS/dt=-2.775e-04 /fs per cell
64x64 sigma=0.006: P=1.1316 meV/ps, Gamma=8.0839e-04 /fs, ratio 1.0052
64x64 Lorentz eta=0.003: P=16.0528 meV/ps per cell
64x64 sigma=0.012: P=4.5865 meV/ps, Gamma=8.0657e-04 /fs, ratio 1.0209
64x64 Lorentz eta=0.006: P=31.5478 meV/ps per cell
P ratio on doubling: Gauss 4.053, Lorentz 1.965
binned 300 K: lmax=2.6864e-02 lslow=3.173e-04 /fs, ratio 84.7
   max Kii=2.3431e-02, sum of 3 smallest=1.183e-03 /fs
binned 150 K: lmax=2.3023e-02 lslow=1.014e-04 /fs, ratio 227.0
   max Kii=2.2727e-02, sum of 3 smallest=3.695e-04 /fs
tilted 300 K: lmax=2.2966e-02 lslow=1.378e-03 /fs, ratio 16.7
   max Kii=2.0586e-02, sum of 3 smallest=4.879e-03 /fs
tilted 150 K: lmax=2.1509e-02 lslow=7.524e-04 /fs, ratio 28.6
   max Kii=2.1373e-02, sum of 3 smallest=2.800e-03 /fs
RK4 real-axis limit x4=2.7853; binned hmax: Euler 74.45 fs, RK4 103.68 fs
h=3/lmax, eps=5e-05, forward Euler: dS=-3.750e-09, formula -3.750e-09
h=3/lmax, eps=5e-05, backward Euler: dS=1.172e-09, formula 1.172e-09
RK4 error ratio h=8 fs / h=4 fs: 17.18
start Te=1500.0 K, Tph=300.0 K; RK4 h=4 fs to 1000 fs
backward Euler: 24 steps, 10 fs x 1.8^n, end 16.73 ns
plain: n=1.0087, E0=-27.553 meV, S0=1.7420 per cell
  1 ps: phonon gain 33.351, dE 1.34e+01 meV, S=2.3024
  end: dE 325.044 eV, mean N 6578.43, S=11.1348
tilted: n=1.0087, E0=-27.553 meV, S0=1.7420 per cell
  1 ps: phonon gain 25.035, dE 4.71e-15 meV, S=2.0811
  end: T=640.44 K, mu=-7.332 meV, S=2.0814, dE -8.2e-15 eV
  max deviation from thermal state 1.4e-13
  final 1/(kB b*) = 640.44 K
binned: n=1.0089, E0=-28.283 meV, S0=1.7409 per cell
  1 ps: phonon gain 24.865, dE -8.38e-15 meV, S=2.0788
  end: T=646.29 K, mu=-6.714 meV, S=2.0808, dE -1.1e-17 eV
  max deviation from thermal state 1.0e-15
```
